**Helicity amplitudes for electron–positron annihilation into muons**

The program tests the tree-level result M = −2g² a_i a_f d¹(θ), where g² = e²/(ε₀ħc), θ is the scattering angle and d¹ is the spin-one rotation matrix between the spin projections of the two pairs. The factor a is 1 for opposite helicities and mc²/(√2E) for equal helicities, with E the energy of each beam. All sixteen amplitudes, built from explicit Dirac spinors, are asserted to agree with this formula, signs included, for zero and nonzero masses. Further assertions cover the chirality origin of the mass factor and a massless tensor coupling, which selects equal helicities instead. The total cross section is computed from Dirac traces and angular quadrature and compared with both the helicity sum and the closed formula. For beams of 1.0×10⁻⁹ J each, the output gives an unpolarized cross section of 5.57×10⁻³⁸ m², or 0.557 nb. The equal-helicity cross section is smaller than the opposite-helicity one by a factor of 3.35×10⁻⁹.

## Numerical check

```python
"""
Result under test: e- e+ -> mu- mu+ through one virtual photon, CM frame:
    M = -2 g2 a_i a_f d1[L, Lp](theta)
g2 = e^2/(eps0 hbar c); L, Lp = spin projections of the electron pair and
muon pair along the e- and mu- directions; d1 = spin-one rotation matrix;
a = 1 for opposite helicities, a = m c^2/(sqrt(2) E) for equal helicities.
E = energy of each beam. Spinors use energies in units of E, so x = m c^2/E.
Helicity labels +1 and -1 are twice the helicity in units of hbar.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import expm

I2 = np.eye(2, dtype=complex)
Z2 = np.zeros((2, 2), dtype=complex)
pauli = [np.array([[0, 1], [1, 0]], dtype=complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], dtype=complex)]
gamma = [np.block([[I2, Z2], [Z2, -I2]])]
gamma += [np.block([[Z2, s], [-s, Z2]]) for s in pauli]
gamma5 = 1j * gamma[0] @ gamma[1] @ gamma[2] @ gamma[3]
metric = np.array([1.0, -1.0, -1.0, -1.0])
spin = [np.block([[s, Z2], [Z2, s]]) for s in pauli]
helicity_pairs = [(1, -1), (-1, 1), (1, 1), (-1, -1)]
g2 = const.e**2 / (const.epsilon_0 * const.hbar * const.c)


def slash(p):
    return sum(metric[k] * p[k] * gamma[k] for k in range(4))


def momenta(x, theta):
    p = np.sqrt(1 - x * x)
    n = np.array([np.sin(theta), 0.0, np.cos(theta)])
    return np.r_[1.0, p * n], np.r_[1.0, -p * n]


def pair_spinors(x, h1, h2, theta):
    """Particle along n(theta), antiparticle along -n(theta)."""
    rotation = expm(-0.5j * theta * pauli[1])
    chi1 = rotation[:, 0 if h1 > 0 else 1]
    chi2 = rotation[:, 1 if h2 > 0 else 0]
    up, low = np.sqrt(1 + x), np.sqrt(1 - x)
    u = np.r_[up * chi1, h1 * low * chi1]
    partner = np.r_[up * chi2, h2 * low * chi2]
    v = 1j * gamma[2] @ partner.conj()
    return u, v


def current(x, h1, h2, theta, insert=None):
    u, v = pair_spinors(x, h1, h2, theta)
    if insert is not None:
        u = insert @ u
    return np.array([v.conj() @ gamma[0] @ g @ u for g in gamma])


def amplitude(xe, xm, initial, final, theta):
    j_in = current(xe, *initial, 0.0)
    j_out = current(xm, *final, theta).conj()
    return g2 / 4 * np.sum(metric * j_in * j_out)


# Spin-one rotation matrix from the generator J_y, basis order +1, 0, -1
J_plus = np.sqrt(2) * np.diag([1.0, 1.0], 1)
J_y = (J_plus - J_plus.T) / 2j


def d1(theta):
    return expm(-1j * theta * J_y).real


def formula(xe, xm, initial, final, theta):
    a_i = 1.0 if initial[0] != initial[1] else xe / np.sqrt(2)
    a_f = 1.0 if final[0] != final[1] else xm / np.sqrt(2)
    row = 1 - (initial[0] - initial[1]) // 2
    col = 1 - (final[0] - final[1]) // 2
    return -2 * g2 * a_i * a_f * d1(theta)[row, col]


# Coupling constant in SI agrees with the fine-structure constant
assert np.isclose(g2, 4 * np.pi * const.fine_structure, rtol=1e-8)

# Spinors solve the Dirac equation and carry the stated helicities
for x in (0.0, 0.6):
    for theta in (0.0, 0.7, 2.1):
        p1, p2 = momenta(x, theta)
        spin_n = np.sin(theta) * spin[0] + np.cos(theta) * spin[2]
        for h1, h2 in helicity_pairs:
            u, v = pair_spinors(x, h1, h2, theta)
            assert np.allclose((slash(p1) - x * np.eye(4)) @ u, 0, atol=1e-12)
            assert np.allclose((slash(p2) + x * np.eye(4)) @ v, 0, atol=1e-12)
            assert np.allclose(spin_n @ u, h1 * u, atol=1e-12)
            # v has spin opposite to that of the physical antiparticle
            assert np.allclose(-spin_n @ v, -h2 * v, atol=1e-12)

# Closed forms of the rotation functions
for t in (0.3, 1.2, 2.7):
    c, s = np.cos(t), np.sin(t) / np.sqrt(2)
    closed = np.array([[(1 + c) / 2, -s, (1 - c) / 2],
                       [s, c, -s],
                       [(1 - c) / 2, s, (1 + c) / 2]])
    assert np.allclose(d1(t), closed, atol=1e-12)

# Current: no time component, polarization vector times a known length
eps = {1: -np.array([1, 1j, 0]) / np.sqrt(2), 0: np.array([0, 0, 1]),
       -1: np.array([1, -1j, 0]) / np.sqrt(2)}
for x in (0.0, 0.35, 0.8):
    for h1, h2 in helicity_pairs:
        j = current(x, h1, h2, 0.0)
        length = 2 * np.sqrt(2) if h1 != h2 else 2 * x
        assert abs(j[0]) < 1e-12
        assert np.allclose(j[1:], -length * eps[(h1 - h2) // 2], atol=1e-12)

# All sixteen amplitudes, including signs, with and without masses
for xe, xm in ((0.0, 0.0), (0.6, 0.8), (0.2, 0.5)):
    for t in (0.0, 0.4, 1.3, 2.6, np.pi):
        for hi in helicity_pairs:
            for hf in helicity_pairs:
                assert np.isclose(amplitude(xe, xm, hi, hf, t),
                                  formula(xe, xm, hi, hf, t), atol=1e-12)

# The four surviving massless amplitudes in elementary form
for t in (0.5, 1.9):
    for hi in helicity_pairs[:2]:
        for hf in helicity_pairs[:2]:
            sign = 1 if hi == hf else -1
            assert np.isclose(amplitude(0, 0, hi, hf, t),
                              -g2 * (1 + sign * np.cos(t)), atol=1e-12)

# Chirality origin of the mass factor
P_right = (np.eye(4) + gamma5) / 2
P_left = (np.eye(4) - gamma5) / 2


def wrong_chirality(x):
    u, _ = pair_spinors(x, 1, -1, 0.0)
    return np.linalg.norm(P_left @ u)**2 / np.linalg.norm(u)**2


for x in (0.1, 0.6):
    assert np.isclose(wrong_chirality(x), (1 - np.sqrt(1 - x * x)) / 2)
    for h in (1, -1):
        right = current(x, h, h, 0.0, P_right)
        left = current(x, h, h, 0.0, P_left)
        assert np.isclose(right[3], -x) and np.isclose(left[3], -x)
        assert np.isclose(abs(right[0]), x)
        assert np.isclose(right[0] + left[0], 0, atol=1e-12)

# A massless tensor coupling is spin one but selects equal helicities
tensor_size = {}
for h1, h2 in helicity_pairs:
    u, v = pair_spinors(0.0, h1, h2, 0.0)
    tensor = np.array([v.conj() @ gamma[0] @ (1j * gamma[0] @ gamma[k]) @ u
                       for k in (1, 2, 3)])
    tensor_size[(h1, h2)] = np.linalg.norm(tensor)
    if h1 == h2:
        assert np.isclose(abs(tensor[2]), 2)
        assert np.allclose(tensor[:2], 0, atol=1e-12)
    else:
        assert np.allclose(tensor, 0, atol=1e-12)

# Cross sections: quadrature of squared amplitudes and independent traces
nodes, weights = np.polynomial.legendre.leggauss(8)


def cross_section(E, xe, xm, initial):
    total = 0.0
    for c, w in zip(nodes, weights):
        total += w * sum(abs(amplitude(xe, xm, initial, hf, np.arccos(c)))**2
                         for hf in helicity_pairs)
    speed_ratio = np.sqrt((1 - xm**2) / (1 - xe**2))
    flux = (const.hbar * const.c)**2 / (64 * np.pi**2 * 4 * E**2)
    return flux * speed_ratio * 2 * np.pi * total


def trace_cross_section(E, xe, xm):
    one = np.eye(4)
    p1, p2 = momenta(xe, 0.0)
    total = 0.0
    for c, w in zip(nodes, weights):
        k1, k2 = momenta(xm, np.arccos(c))
        A, B = slash(p2) - xe * one, slash(p1) + xe * one
        C, D = slash(k1) + xm * one, slash(k2) - xm * one
        value = 0.0
        for m in range(4):
            for n in range(4):
                lepton = np.trace(A @ gamma[m] @ B @ gamma[n])
                muon = np.trace(C @ gamma[m] @ D @ gamma[n])
                value += metric[m] * metric[n] * (lepton * muon).real
        total += w * value * g2**2 / 16 / 4
    speed_ratio = np.sqrt((1 - xm**2) / (1 - xe**2))
    flux = (const.hbar * const.c)**2 / (64 * np.pi**2 * 4 * E**2)
    return flux * speed_ratio * 2 * np.pi * total


def closed_cross_section(E, xe, xm):
    point = (4 * np.pi * const.fine_structure**2
             * (const.hbar * const.c)**2 / (3 * 4 * E**2))
    return (point * np.sqrt((1 - xm**2) / (1 - xe**2))
            * (1 + xe**2 / 2) * (1 + xm**2 / 2))


E_beam = 1.0e-9
me_energy = const.m_e * const.c**2
mm_energy = const.physical_constants["muon mass"][0] * const.c**2
xe, xm = me_energy / E_beam, mm_energy / E_beam
for a, b in ((0.6, 0.8), (0.0, 0.0), (xe, xm)):
    traced = trace_cross_section(E_beam, a, b)
    summed = sum(cross_section(E_beam, a, b, h) for h in helicity_pairs) / 4
    assert np.isclose(traced, closed_cross_section(E_beam, a, b),
                      rtol=1e-7, atol=0)
    assert np.isclose(summed, traced, rtol=1e-10, atol=0)

sigma_opposite = cross_section(E_beam, xe, xm, (1, -1))
sigma_equal = cross_section(E_beam, xe, xm, (1, 1))
rate_ratio = sigma_equal / sigma_opposite
assert np.isclose(rate_ratio, xe**2 / 2, rtol=1e-8, atol=0)

# Forward fraction of the massless channel that keeps the spin projection
density = np.array([abs(amplitude(0, 0, (1, -1), (1, -1), np.arccos(c)))**2
                    for c in nodes])
forward_density = np.array([
    abs(amplitude(0, 0, (1, -1), (1, -1), np.arccos((c + 1) / 2)))**2
    for c in nodes])
forward = 0.5 * (weights @ forward_density) / (weights @ density)
assert np.isclose(forward, 7 / 8)

angle = np.pi / 3
same = abs(amplitude(0, 0, (1, -1), (1, -1), angle))
flip = abs(amplitude(0, 0, (1, -1), (-1, 1), angle))
equal_in = abs(amplitude(xe, xm, (1, 1), (1, -1), angle))
equal_out = abs(amplitude(xe, xm, (1, -1), (1, 1), angle))
equal_both = abs(amplitude(xe, xm, (1, 1), (1, 1), angle))

print(f"beam energy E = {E_beam:.3e} J")
print(f"electron rest energy = {me_energy:.4e} J")
print(f"muon rest energy = {mm_energy:.4e} J")
print(f"electron rest energy / E = {xe:.4e} (dimensionless)")
print(f"muon rest energy / E = {xm:.4e} (dimensionless)")
print(f"g2 = e^2/(eps0 hbar c) = {g2:.6f} (dimensionless)")
print(f"scattering angle = {np.degrees(angle):.1f} degrees")
print("amplitude moduli at this angle (dimensionless):")
print(f"  massless (+-) -> (+-): {same:.6f}")
print(f"  massless (+-) -> (-+): {flip:.6f}")
print(f"  massless rate ratio of these two: {(same / flip)**2:.4f}")
print(f"  massive  (++) -> (+-): {equal_in:.4e}")
print(f"  massive  (+-) -> (++): {equal_out:.4e}")
print(f"  massive  (++) -> (++): {equal_both:.4e}")
print(f"wrong-chirality probability, electron: {wrong_chirality(xe):.4e}")
print(f"tensor current / E, massless (++): {tensor_size[(1, 1)]:.4f}")
print(f"tensor current / E, massless (+-): {tensor_size[(1, -1)]:.4f}")
print(f"forward fraction, massless (+-) -> (+-): {forward:.4f}")
print(f"cross section, beams (+-): {sigma_opposite:.4e} m^2")
print(f"cross section, beams (++): {sigma_equal:.4e} m^2")
print(f"ratio (++)/(+-): {rate_ratio:.4e} (dimensionless)")
print(f"unpolarized cross section: {traced:.4e} m^2")
print(f"unpolarized cross section: {traced / 1e-37:.4f} nb")
print("all good")
```

Output:

```
beam energy E = 1.000e-09 J
electron rest energy = 8.1871e-14 J
muon rest energy = 1.6928e-11 J
electron rest energy / E = 8.1871e-05 (dimensionless)
muon rest energy / E = 1.6928e-02 (dimensionless)
g2 = e^2/(eps0 hbar c) = 0.091701 (dimensionless)
scattering angle = 60.0 degrees
amplitude moduli at this angle (dimensionless):
  massless (+-) -> (+-): 0.137552
  massless (+-) -> (-+): 0.045851
  massless rate ratio of these two: 9.0000
  massive  (++) -> (+-): 6.5018e-06
  massive  (+-) -> (++): 1.3444e-03
  massive  (++) -> (++): 6.3546e-08
wrong-chirality probability, electron: 1.6757e-09
tensor current / E, massless (++): 2.0000
tensor current / E, massless (+-): 0.0000
forward fraction, massless (+-) -> (+-): 0.8750
cross section, beams (+-): 1.1148e-37 m^2
cross section, beams (++): 3.7361e-46 m^2
ratio (++)/(+-): 3.3514e-09 (dimensionless)
unpolarized cross section: 5.5738e-38 m^2
unpolarized cross section: 0.5574 nb
all good
```
